Plasmon dispersion in jellium: Bloch hydrodynamics versus the RPA

Why a Thomas-Fermi fluid gives v_F²/3 and the RPA gives 3v_F²/5

A fast electron crossing a thin metal foil can set the conduction electrons swinging against the ions. It loses an energy ω and a momentum q. In the free-electron, Hartree-only model treated here the loss rises with q; exchange, correlation and band structure, which are left out, can change that slope. At q = 0 the restoring force is electrostatic, and ω is the plasma frequency ω_p. At finite q the gas is compressed in layers and its kinetic stiffness adds to the force:

ω² = ω_p² + β²q² + O(q⁴)

Two descriptions of the same gas disagree about β². Bloch hydrodynamics, a fluid with the Thomas-Fermi (TF) pressure, gives v_F²/3. The random-phase approximation (RPA) gives 3v_F²/5. The disagreement is not about heat, since both motions carry zero entropy at T = 0. The TF pressure assumes that the occupied region of momentum space stays a sphere, and in a collisionless wave it does not.

The model is jellium at T = 0 in Hartree atomic units (ħ = m = e = 1), with the Hartree field as the only interaction. Its parameters are n = k_F³/3π², v_F = k_F, E_F = k_F²/2 and ω_p² = 4πn. Waves vary as exp(iqz − iωt), and x = q²v_F². An electron feels the potential energy U = U_ext + 4πδn/q², the second term solving Poisson's equation ∇²U = −4πδn.

The Bloch fluid

The kinetic energy per electron of a Fermi sphere is e = (3/5)E_F ∝ n^{2/3}, so P = n² de/dn = (2/5)nE_F ∝ n^{5/3}. The fluid equations are

∂n/∂t + ∇·(nu) = 0
n(∂/∂t + u·∇)u = −∇P − n∇U

To first order in δn and in the current j = nu_z they read ωδn = qj and ωj = q(dP/dn)δn + qnU. Multiplying the first by ω and inserting the second gives

δn = χ_h U,  χ_h = nq²/(ω² − β²q²),  β² = dP/dn = (5/3)P/n = (2/3)E_F = v_F²/3

A free oscillation has U_ext = 0, so 1 = 4πχ_h/q², that is ω² = 4πn + β²q² with no higher terms.

The RPA

Independent electrons in the potential U obey i∂ρ/∂t = [h, ρ]. With occupations f_k = θ(k_F − k) and energies ε_k = k²/2, the first-order element between k+q and k satisfies

(ω − ε_{k+q} + ε_k) δρ = (f_k − f_{k+q}) U

Summing over k and two spins gives δn = χ₀U. In the f_k term the denominator is ω − q·k − q²/2. In the f_{k+q} term the shift k → k − q makes it ω − q·k + q²/2. Over a common denominator the numerator is the difference of the two, q²:

χ₀ = 2∫d³k/(2π)³ f_k q² / [(ω − q·k)² − q⁴/4]

For ω above all pair energies, put a = q·k and use

1/[(ω−a)² − q⁴/4] = (ω−a)⁻² + (q⁴/4)(ω−a)⁻⁴ + …
(ω−a)⁻² = ω⁻²[1 + 2a/ω + 3a²/ω² + 4a³/ω³ + 5a⁴/ω⁴ + …]

Odd powers of a average to zero. In a filled sphere ⟨k²⟩ = 3k_F²/5 and ⟨k⁴⟩ = 3k_F⁴/7, and for μ = cos θ one has ⟨μ²⟩ = 1/3 and ⟨μ⁴⟩ = 1/5, so ⟨a²⟩ = x/5 and ⟨a⁴⟩ = 3x²/35. Therefore

χ₀ = (nq²/ω²)[1 + (3x/5 + q⁴/4)/ω² + 3x²/7ω⁴ + …]

The condition 1 = 4πχ₀/q², multiplied by ω², is ω² = ω_p² + (ω_p²/ω²)(3x/5 + q⁴/4) + 3x²ω_p²/7ω⁴. To the order needed ω_p²/ω² = 1 − 3x/5ω_p², and 3/7 − 9/25 = (75 − 63)/175, so

ω² = ω_p² + (3/5)v_F²q² + C₄q⁴ + …,  C₄ = 12v_F⁴/175ω_p² + 1/4

The expansion needs qv_F ≪ ω_p and q² ≪ ω_p. The quantum recoil q⁴/4 first enters at q⁴, so the disputed coefficient is semiclassical. It equals 3⟨v_z²⟩ for any isotropic f_k, since only the term 3a² produced it.

The solvable model: a moving Fermi surface

Label the matrix element by its midpoint, δf(k) = δρ between k + q/2 and k − q/2. The energy difference is then exactly q·k, and (ω − q·k)δf = (f_{k−q/2} − f_{k+q/2})U. Keeping the first gradient, f_{k−q/2} − f_{k+q/2} → −q·∇f = q·k δ(ε − E_F), gives the linearized Vlasov equation. Its response is 2∫d³k/(2π)³ (−q·∇f)/(ω − q·k), which by parts is 2∫d³k/(2π)³ f q²/(ω − q·k)². This is χ₀ with q⁴/4 deleted, so nothing but recoil has been dropped.

The change lives on the Fermi surface, δf = δ(ε − E_F)ν(μ), where ν/v_F is the outward shift of the surface in direction μ:

(ω − qv_Fμ)ν = qv_Fμ U

Expand ν = Σ ν_l P_l(μ), with ½∫P_l²dμ = 1/(2l+1). The radial integral gives the density of states N_F = k_F/π² = 3n/v_F². Using μ² = 1/3 + (2/3)P₂, and (1 − μ²)/2 for the azimuthal average of the squared x direction cosine,

δn = N_Fν₀,  j = N_Fv_Fν₁/3
δP_zz = N_Fv_F²(ν₀/3 + 2ν₂/15)
δP_xx = δP_yy = N_Fv_F²(ν₀/3 − ν₂/15)

Here P_zz = 2∫d³k/(2π)³ k_z² f, and the drift changes it only at second order. The mean (δP_zz + 2δP_xx)/3 is v_F²δn/3 whatever ν₂ is. To first order, then, the TF pressure is the correct mean of the three normal stresses. The only stress that acts on a longitudinal wave, however, is P_zz.

The recurrence μP_l = [(l+1)P_{l+1} + lP_{l−1}]/(2l+1) shows that P_l appears in μν with coefficient lν_{l−1}/(2l−1) + (l+1)ν_{l+1}/(2l+3). The first four equations are

ων₀ = qv_F ν₁/3
ων₁ = qv_F(ν₀ + 2ν₂/5 + U)
ων₂ = qv_F(2ν₁/3 + 3ν₃/7)
ων₃ = qv_F(3ν₂/5 + 4ν₄/9)

The first, times N_F, is continuity. The second, times N_Fv_F/3, is ωj = qδP_zz + qnU. With ν₂ set to zero these are the linearized Bloch equations, so Bloch theory is the truncation to a sphere that may swell (l = 0) and drift (l = 1).

Multiply the first equation by ω and insert the second. For U = 4πN_Fν₀/q² the field term is xU/3 = (4πN_Fv_F²/3)ν₀ = ω_p²ν₀, and exactly, within the Vlasov model,

ω² = ω_p² + x[1/3 + (2/15)ν₂/ν₀]

The first equation gives qv_Fν₁ = 3ων₀, which turns the third into ν₂ = 2ν₀ + (3/7)(qv_F/ω)ν₃. The fourth gives ν₃ = (3/5)(qv_F/ω)ν₂, because ν₄ is smaller than ν₂ by a factor of order x/ω². Hence

ν₂ = 2ν₀[1 + 9x/35ω² + …]
ω² = ω_p² + x(1/3 + 4/15) + (4/15)(9/35)x²/ω_p² + …

Here 1/3 + 4/15 = 3/5 and (4/15)(9/35) = 12/175, the RPA coefficients without recoil. The fractions 1/3, 4/15, 9/35 are the products l/(2l−1) × l/(2l+1) of the upward and downward couplings between l − 1 and l.

The quadrupole cannot be dropped as a long-wavelength correction. The field drives the drift ν₁, which is the large component, ν₁/ν₀ = 3ω/qv_F. Both neighbours, ν₀ and ν₂, are fed from ν₁ at the same order qv_F/ω, so their ratio stays finite as q → 0, while ν₃ and all higher parts are suppressed. With ν₂ = 2ν₀ the stresses are δP_zz = (3/5)v_F²δn and δP_xx = (1/5)v_F²δn.

The shape of the distortion

The ratio 2 has a geometric origin. Let w = k_z − u(z,t) be the momentum relative to the local drift, and F = −∂U/∂z. Along a trajectory dz/dt = u + w, so

dw/dt = [F − ∂u/∂t − u ∂u/∂z] − w ∂u/∂z

The bracket is the same for all electrons at a given place, so it moves the occupied region without changing its shape. The last term stretches it. Continuity for a fluid element reads d ln n/dt = −∂u/∂z, so w ∝ n, provided an electron travels much less than a wavelength in a period, which is again qv_F ≪ ω. No force acts on k_x or k_y. By Liouville's theorem the occupation stays 1 inside and 0 outside, so the entropy stays zero, and a compression n = λn₀ turns the sphere into

k_x² + k_y² + k_z²/λ² ≤ k_F²

Substituting k_z = λk′ in the integrals gives n ∝ λ, P_xx ∝ λ, P_zz ∝ λ³. With P₀ = n⟨k_z²⟩ = nv_F²/5, dP_zz/dn = 3P₀/n = 3v_F²/5 and dP_xx/dn = P₀/n = v_F²/5. The exponent 5/3 of the sphere is the mean of 3, 1 and 1. The surface radius is k_F[1 − μ² + μ²/λ²]^{−1/2}, and for λ = 1 + η this is k_F(1 + ημ²) = k_F[1 + η/3 + (2η/3)P₂], with l = 2 and l = 0 parts in the ratio 2.

The kinetic energy per electron is ½(⟨k_x²⟩ + ⟨k_y²⟩ + ⟨k_z²⟩) = (E_F/5)(2 + λ²), against (3/5)E_Fλ^{2/3} for the sphere of equal density. The excess is

Δe = (E_F/5)(2 + λ² − 3λ^{2/3})

It cannot be negative, since the arithmetic mean of 1, 1, λ² is at least their geometric mean λ^{2/3}. With λ² = 1 + 2η + η² and 3λ^{2/3} = 3 + 2η − η²/3, the bracket is 4η²/3 and Δe = (4/15)E_Fη². The extra longitudinal stress n₀ dΔe/dη = (8/15)E_F n₀η = (4/15)v_F²δn is the gap found above.

This is a shear energy. Define G by the energy density G Σ ε_ij² of a traceless strain. Scaling k_z by e^s and k_x, k_y by e^{−s/2} keeps the density, has Σ ε_ij² = 3s²/2, and costs (nE_F/5)(e^{2s} + 2e^{−s} − 3) = (3/5)nE_Fs², the linear terms cancelling. Thus G = (2/5)nE_F = nv_F²/5. With the bulk modulus K = n dP/dn = nv_F²/3,

nβ² = K + 4G/3 = nv_F²(1/3 + 4/15)

The factor 4/3 follows because the ellipsoid is the equal-density sphere distorted with s = 2η/3, which costs G(3/2)(4/9)η² = ½(4G/3)η². An energy that depends on the local density alone is unchanged by a density-preserving distortion, so the TF fluid has G = 0.

Switching the distortion off

If the distortion is the cause, removing it must return 1/3. Let collisions relax every ν_l with l ≥ 2 at a rate γ, leaving l = 0 and 1 alone so that number and momentum are conserved. A term −γν_l in ∂ν_l/∂t replaces ω by ω + iγ on the left of those equations. Neglecting ν₃, (ω + iγ)ν₂ = 2ων₀, and to leading order in q²

β²(ω) = v_F²[1/3 + (4/15) ω/(ω + iγ)]

The RPA is γ = 0 and Bloch theory is γ ≫ ω. Since 1/(1 + ig) = (1 − ig)/(1 + g²) for g = γ/ω, the imaginary part is −(4/15)v_F² g/(1 + g²). It damps the wave, Im ω = q² Im β²/2ω_p < 0, most strongly at γ = ω. At large γ the extra term is −iω(4/3)(G/γ)/n, a shear viscosity G/γ. The rate γ is a parameter of this model and has not been computed for the electron gas.

Why no constant β serves all frequencies

At ω = 0 the Vlasov equation gives ν = −U in every direction. The surface stays spherical without collisions, δn = −N_FU, and χ_h(0) = −n/β² matches this only for β² = v_F²/3. The dielectric function 1 − 4πχ_h/q² is then 1 + k_s²/q² with k_s² = ω_p²/β² = 4πN_F. Putting 3v_F²/5 into the fluid corrects the q² coefficient of the plasmon but lowers k_s² to (1/3)/(3/5) = 5/9 of this value.

The spectrum of χ₀ shows both numbers together. Slice the sphere at k_z = k_Ft, with area πk_F²(1 − t²). For y = Ω/qk_F, writing 1 − t² = (1 − y²) + (y − t)(y + t),

2∫d³k/(2π)³ f/(Ω − qk_z) = (k_F²/4π²q)∫₋₁¹ dt (1 − t²)/(y − t) = N_F(k_F/q)Ψ(y)
Ψ(y) = y/2 + ¼(1 − y²) ln[(y+1)/(y−1)]

so χ₀ = N_F(k_F/q)[Ψ(y₋) − Ψ(y₊)] with y_± = ω/qv_F ± q/2k_F. For ω → ω + i0, Im 1/(y − t) = −πδ(t − y) gives Im Ψ = −(π/4)(1 − y²) for |y| < 1 and zero outside. When both |y_±| < 1, y₊² − y₋² = 2ω/v_Fk_F, so Im χ₀ = −(π/2)N_F ω/qv_F. At small q this triangle fills 0 < ω < qv_F.

Define M_p = −(2/π)∫₀^∞ ω^p Im χ₀ dω. After k → −k in the second term, χ₀ is a sum of pieces 1/(ω − Δ) − 1/(ω + Δ) = 2Δ/(ω² − Δ²), Δ = q·k + q²/2, each with imaginary part −π[δ(ω − Δ) − δ(ω + Δ)]. Piece by piece, for either sign of Δ, χ₀(ω) = −(2/π)∫₀^∞ dω′ ω′ Im χ₀(ω′)/(ω² − ω′²). Therefore χ₀(0) = −M₋₁ and χ₀ = M₁/ω² + M₃/ω⁴ + … at high frequency. Comparison with the earlier expansion gives M₁ = nq² and M₃/M₁ = 3x/5 + q⁴/4 exactly. For the triangle M_p = N_F(qv_F)^{p+1}/(p+2), so M₁/M₋₁ = x/3 and M₃/M₁ = (1/5)/(1/3) x = 3x/5. Both ratios are averages of ω² over the same continuum with different weights. The single pole of χ_h has no spread, and both of its ratios equal β²q². Statics probes the first ratio, and the plasmon, lying far above the continuum, probes the second.

A density-gradient term does not help. The von Weizsäcker energy (λ_W/2)∫|∇φ|², φ = √n, varies as −λ_W∫∇²φ δφ with δφ = δn/2φ, so its potential is −(λ_W/2)∇²φ/φ. Linearizing with φ = √n₀(1 + δn/2n₀) gives λ_Wq²δn/4n₀. Added to U, it raises ω² by nq² × λ_Wq²/4n = λ_Wq⁴/4. For λ_W = 1 this is the recoil term, and the q² coefficient is untouched.

Worked example: jellium at r_s = 2

The density is n = 3/(4π × 2³) = 0.029842 bohr⁻³, so k_F = v_F = 0.959579, v_F² = 0.920792, E_F = 0.460396 Ha = 12.53 eV, and ω_p = √0.375 = 0.612372 Ha = 16.66 eV. Then β² = 0.920792/3 = 0.306931 (Bloch) and 0.6 × 0.920792 = 0.552475 (RPA), a gap of 0.245545. In ω ≈ ω_p + αq², α = β²/2ω_p is 0.2506 and 0.4511 a.u. The moduli are K = 0.0091593 and G = 0.0054956 Ha/bohr³, so K + 4G/3 = 0.0164867 = 0.029842 × 0.552475. At λ = 1.2 quadrature over the ellipsoid gives P_zz/P₀ = 1.728, P_xx/P₀ = 1.200 and Δe = 0.004813 Ha. The quadratic form gives (4/15) × 0.460396 × 0.2² = 0.004911 Ha, 2% above the exact excess.

The quartic coefficient is C₄ = 12 × 0.920792²/(175 × 0.375) + 0.25 = 0.15504 + 0.25 = 0.40504. The first part scales as v_F⁴/ω_p² ∝ 1/r_s, so at r_s = 4 it halves and C₄ = 0.32752. Fits to RPA roots obtained by quadrature over the sphere return both values, with β²/v_F² = 0.600000.

At q = 0.3k_F, qv_F/ω_p = 0.4511, with square 0.2035. Bloch gives 16.6635 × √(1 + 0.2035/3) = 17.219 eV and the 3/5 law 16.6635 × √(1 + 0.6 × 0.2035) = 17.65 eV. With q⁴ = 0.3⁴ × 0.920792² = 0.006868, the quartic term adds 0.40504 × 0.006868/0.375 = 0.00742 under the root and gives 17.71 eV. The frequencies in eV are

q/k_F   Bloch   3/5 law   with q⁴   RPA
0.1     16.726  16.776    16.777    16.777
0.2     16.913  17.110    17.122    17.122
0.3     17.219  17.651    17.710    17.716
0.5     18.166  19.283    19.691    19.821

The third decimal compares approximations within the model and says nothing of a real metal. At q = 0.1k_F the Bloch shift above ω_p is 0.063 eV against 0.113 eV, a ratio of 0.55, near its limit 5/9. The 3/5 law misses 6% of the RPA shift at 0.3k_F (0.064 of 1.052 eV) and 17% at 0.5k_F (0.54 of 3.16 eV), where qv_F/ω_p = 0.75 is no longer small.

The hierarchy at q = 0.3k_F gives 17.219, 17.651, 17.672 and 17.673 eV when cut at l = 1, 2, 3 and 20. The first two agree with time-domain fluid runs at small amplitude (δn/n = 10⁻⁴) using pressure exponents 5/3 and 3, which give β²/v_F² = 0.33333 and 0.60000. The l = 2 cut is exactly the 3/5 law, because ν₃ = 0 forces ν₂ = 2ν₀. The remaining 0.042 eV up to the RPA is recoil, the only term the Vlasov model omits. Its leading part q⁴/8ω is about 0.036 eV, and higher orders in q supply the rest.

At q = 0.02k_F, where x/ω_p² = 0.000904, the Vlasov eigenmode on an angle grid has ν₂/ν₀ = 2.00047, against 2(1 + 9 × 0.000904/35) = 2.0005. Its stresses are 1/3 + (2/15)(2.00047) = 0.60006 and 1/3 − 2.00047/15 = 0.19997 in units of v_F²δn. With relaxation, β²/v_F² is 0.6000 − 0.0027i, 0.4667 − 0.1334i and 0.3334 − 0.0027i for γ/ω_p = 0.01, 1 and 100. The formula gives 7/15 − 2i/15 = 0.4667 − 0.1333i at γ = ω_p, and the last digit differs by an amount of the neglected order x/ω_p².

The screening constants are k_s² = 0.375/0.306931 = 1.22177 and 0.375/0.552475 = 0.67876 bohr⁻². The static RPA value 4πM₋₁ at q = 0.02k_F is 1.22173. The small deficit follows from the real part of Ψ at y = q/2k_F. There ln[(1+y)/(1−y)] = 2(y + y³/3) gives Ψ = y − y³/3, and since Ψ is odd, χ₀(0) = −2N_F(k_F/q)Ψ(y) = −N_F(1 − y²/3). At y = 0.01 the factor is 1 − 0.000033, which also explains M₁/M₋₁ = 0.33334x. The other ratio is M₃/M₁ = (0.6 + q²/4v_F²)x = 0.60010x.

Where the result stops

The series in q loses meaning at the latest where the plasmon meets the upper edge of the pair continuum, ω = qv_F + q²/2. There y₋ = 1, Ψ(1) = ½ and y₊ = 1 + q/k_F, and the condition 1 = (4π/q³)N_Fk_F[½ − Ψ(1 + q/k_F)] gives q_c = 0.6996 bohr⁻¹ = 0.729k_F and ω = 24.9 eV at r_s = 2. Beyond q_c the mode overlaps Im χ₀ ≠ 0 and decays into pairs, while the Bloch fluid, which has no continuum, keeps an undamped pole at every q.

The value 3/5 is itself a mean-field statement. An exchange-correlation kernel adds f_xc δn to U and hence nf_xc q² to ω², so its long-wavelength value at ω_p changes β² at the same order in q. The static exchange kernel indicates the size. From v_x = −k_F/π ∝ n^{1/3}, n dv_x/dn = −k_F/3π = −0.102 at r_s = 2, about 18% of 3v_F²/5 and 41% of the gap between the two theories. The value at ω_p was not computed here, and r_s = 2 is not a high-density limit, so the numbers above are RPA values for jellium, with no band structure.

The program that performs these checks, and its output, follow under their own heading.

Calculated quantities

```
rs = 2.0 bohr, n = 0.029842 bohr^-3
kF = 0.959579 bohr^-1, vF = 0.959579 a.u., vF^2 = 0.920792 a.u.
EF = 0.460396 Ha = 12.5280 eV, NF = 0.097226 Ha^-1 bohr^-3
wp = 0.612372 Ha = 16.6635 eV, wp^2 = 0.375000 Ha^2
P0 = 0.0054956 Ha/bohr^3
dP/dn sphere = 0.306931, dPzz/dn = 0.552475, dPxx/dn = 0.184158 Ha
gap dPzz/dn - dP/dn = 0.245545 Ha = 0.266667 vF^2
K = 0.0091593, G = 0.0054956, K+4G/3 = 0.0164867 Ha/bohr^3
ellipsoid l2/l0 shape ratio = 2.000000
excess energy/(EF (lam-1)^2) = 0.266667
lam=1.2: n/n0 = 1.2000, Pzz/P0 = 1.7280, Pxx/P0 = 1.2000
lam=1.2: excess energy per electron = 0.004813 Ha
hydro run q=0.3kF: beta2/vF^2 = 0.33333 (exp 5/3), 0.60000 (exp 3)
hydro run lamW=1: added q^4 coefficient = 0.2500 a.u.
RPA fit rs=2: beta2/vF^2 = 0.600000, C4 = 0.40504 a.u.
RPA fit rs=4: beta2/vF^2 = 0.600000, C4 = 0.32752 a.u.
Vlasov fit rs=2: beta2/vF^2 = 0.600000, C4 = 0.15504 a.u.
C4 formula rs=2 = 0.40504 a.u. (Vlasov part 0.15504)
couplings a1^2, a2^2, a3^2 = 1/3, 4/15, 9/35
a1^2+a2^2 = 3/5, a2^2*a3^2 = 12/175
eigenmode q=0.02kF: (q vF/wp)^2 = 0.000904, nu2/nu0 = 2.00047
eigenmode: dPzz = 0.60006, dPxx = 0.19997 (units vF^2 dn)
hierarchy l<=1, q=0.3kF: w = 17.2194 eV
hierarchy l<=2, q=0.3kF: w = 17.6515 eV
hierarchy l<=3, q=0.3kF: w = 17.6723 eV
hierarchy l<=20, q=0.3kF: w = 17.6734 eV
gamma/wp = 0.01, q=0.02kF: beta2/vF^2 = 0.6000 -0.0027i
gamma/wp = 1, q=0.02kF: beta2/vF^2 = 0.4667 -0.1334i
gamma/wp = 100, q=0.02kF: beta2/vF^2 = 0.3334 -0.0027i
q=0.02kF: M1/M-1 = 0.33334, M3/M1 = 0.60010 (units q^2 vF^2)
screening k^2, RPA static q=0.02kF = 1.22173 bohr^-2
screening k^2: beta2=1/3 1.22177, beta2=3/5 0.67876 bohr^-2
screening ratio (3/5 model)/(1/3 model) = 0.55556
alpha in w = wp + alpha q^2: Bloch 0.25061, RPA 0.45109 a.u.
q/kF, q vF/wp, w (eV): Bloch, 3/5 law, with q^4, full RPA
0.1  0.1504  16.7262  16.7761  16.7769  16.7769
0.2  0.3007  16.9128  17.1096  17.1215  17.1220
0.3  0.4511  17.2194  17.6515  17.7097  17.7156
0.5  0.7518  18.1656  19.2832  19.6910  19.8210
cutoff qc = 0.6996 bohr^-1 = 0.7290 kF, w(qc) = 24.926 eV
```
